# Backward recoil of a resting target: the role of released energy

**Q:** When I implant light ions into a heavier metal, some ions bounce back out of the surface. Yet I am told that a struck metal atom cannot be knocked back towards the beam in that same collision. Why should the two partners be treated so differently?

**A:** Because only one of them starts at rest. Let a projectile of mass $m_1$ arrive along $+x$ with velocity $v_0$, momentum $p_0=m_1v_0$ and energy $E_0=p_0^2/2m_1$. It meets a free target of mass $m_2$ at rest. Afterwards the same two bodies separate with momenta $\mathbf p_1$ and $\mathbf p_2$. All speeds are far below that of light.

Suppose the target did recoil backward, so that $p_{2x}<0$. Momentum along $x$ is conserved, hence

$$p_{1x}=p_0-p_{2x}>p_0 .$$

The projectile would then move forward with more momentum than it brought. Its kinetic energy would be at least $p_{1x}^2/2m_1$, which exceeds $E_0$, and the target's energy would come on top. The final kinetic energy would be larger than the initial one, and an elastic collision cannot supply the difference.

A projectile that bounces back meets no such obstacle. If $p_{1x}<0$, the target carries more than $p_0$, but a heavy target can do so with little energy, because kinetic energy is $p^2/2m$.

**Q:** And if the collision excites or ionizes something?

**A:** Define $Q$ as the final total kinetic energy minus the initial one. Elastic means $Q=0$. An endothermic collision stores energy in internal excitation and has $Q<0$; an exothermic one releases internal energy into motion and has $Q>0$. Backward recoil requires more kinetic energy than $E_0$, so $Q<0$ makes matters worse.

Recoil at exactly $90^\circ$ is excluded too when $Q\le0$. With $p_{2x}=0$ the projectile still has $p_{1x}=p_0$ and at least the energy $E_0$, so nothing is left for a moving target.

Both statements assume that only the two bodies leave. An electron set free by ionization is a third body, and if it flies forward it can lower the borderline for $Q$ by up to $m_ev_0^2/2$, where $m_e$ is its mass. In a slow beam this is less than the energy needed to free the electron. In a fast beam it can be more, and backward recoil then becomes possible even with $Q<0$.

**Q:** Then how much energy must be released before backward recoil becomes possible?

**A:** For the bare possibility, any positive amount will do. A real threshold appears when you ask for a backward recoil of a given energy. Both statements follow from the full energy balance,

$$\frac{|\mathbf p_1|^2}{2m_1}+\frac{p_2^2}{2m_2}=\frac{p_0^2}{2m_1}+Q .$$

Momentum conservation gives $\mathbf p_1=\mathbf p_0-\mathbf p_2$, and squaring it gives

$$|\mathbf p_1|^2=p_0^2-2p_0p_{2x}+p_2^2 .$$

Insert this in the balance. The term $p_0^2/2m_1$ cancels, and $p_0/m_1=v_0$, so

$$-v_0p_{2x}+\frac{p_2^2}{2}\left(\frac1{m_1}+\frac1{m_2}\right)=Q .$$

The bracket is $1/\mu$, where $\mu=m_1m_2/(m_1+m_2)$ is the reduced mass. Therefore

$$v_0\,p_{2x}=\frac{p_2^2}{2\mu}-Q .$$

The first term on the right is positive for any moving target, so $Q\le0$ forces $p_{2x}>0$. For $Q>0$ the recoil is backward precisely when $Q>p_2^2/2\mu$. With the recoil energy $T_2=p_2^2/2m_2$ and $m_2/\mu=(m_1+m_2)/m_1$, this reads

$$Q>T_2\left(1+\frac{m_2}{m_1}\right).$$

A backward recoil is therefore limited to energies below $Qm_1/(m_1+m_2)$.

**Q:** That tells me which recoils count as backward. It does not yet show that one exists for a tiny $Q$.

**A:** For that, look at the collision from the centre of mass, which moves at

$$V=\frac{m_1v_0}{m_1+m_2}.$$

In this frame the target first moves at $-V$, with momentum of size $m_2V=\mu v_0$. The projectile has the opposite momentum. The energy of the relative motion is

$$E_c=\frac{(\mu v_0)^2}{2\mu}=\frac12\mu v_0^2 .$$

After the collision the two momenta are again opposite, with a new size $p'$ fixed by $p'^2/2\mu=E_c+Q$. Hence

$$p'=\mu v_0 f,\qquad f=\sqrt{1+\frac{Q}{E_c}} .$$

The target's speed in this frame is $p'/m_2=fV$. To return to the laboratory, add $V$ along $x$. The possible recoil velocities thus end on a sphere of radius $fV$ centred at the velocity $V$.

- For $f=1$ the sphere passes through the origin. Every nonzero recoil velocity points forward, and $90^\circ$ is approached as the recoil energy goes to zero.
- For $f<1$ the origin lies outside. The recoils fill a forward cone whose edge is tangent to the sphere, so $\sin\phi_{\max}=f$, where $\phi$ is the recoil angle from $+x$. At the lowest allowed value, $Q=-E_c$, the sphere shrinks to a point and both bodies move on together at $V$.
- For $f>1$ the origin lies inside, and every direction is open, including straight back.

Since $f>1$ for any $Q>0$, there is no positive threshold. The elastic case is the borderline for every mass ratio, because the target's speed in the centre-of-mass frame equals the speed of the frame itself. The projectile's elastic sphere has radius $v_0-V=m_2V/m_1$ instead, which encloses the origin when $m_2>m_1$. That is why your light ions can bounce back.

**Q:** How energetic is the straight-back recoil?

**A:** Its speed is $fV-V$, so

$$T_{\text{back}}=\frac12m_2V^2(f-1)^2 .$$

For $Q\ll E_c$ the square root gives $f-1\approx Q/2E_c$. Also, from $m_2V=\mu v_0$,

$$\frac{m_2V^2/2}{E_c}=\frac{\mu^2v_0^2/2m_2}{\mu v_0^2/2}=\frac{\mu}{m_2}=\frac{m_1}{m_1+m_2}.$$

Together these give

$$T_{\text{back}}\approx\frac{m_1}{m_1+m_2}\,\frac{Q^2}{4E_c}.$$

The energy is quadratic in $Q$ and falls with beam energy: allowed, but feeble. In the opposite limit, $Q\gg E_c$, we have $f-1\approx\sqrt{Q/E_c}$ and $T_{\text{back}}\to Qm_1/(m_1+m_2)$. In this limit the bodies fly apart as if both had been at rest. It is approached slowly: at $Q=100E_c$ the straight-back energy is still 18% below it.

**Q:** Please put numbers to it. I have oxygen at 30 keV going into nickel.

**A:** Take masses of 16.00 and 58.69 u, and treat the nickel atom as free. Then $V=601.5\times16.00/74.69=128.9$ km/s, $\mu=12.57$ u and $E_c=30000\times58.69/74.69=23573$ eV. For the internal energy I take $|Q|=400$ eV, roughly what a six-fold charged oxygen ion stores as potential energy.

If 400 eV is absorbed, $f=\sqrt{1-400/23573}=0.9915$, and no recoil lies beyond $82.5^\circ$. If 400 eV is released into the motion of the two atoms, $f=1.00845$. A nickel atom moving at $V$ has 5050 eV, so

$$T_{\text{back}}=5050\ \text{eV}\times(0.00845)^2\approx0.36\ \text{eV}.$$

With a release of 1 eV, the straight-back energy is only $2.3\times10^{-6}$ eV.

Recoils just behind $90^\circ$ can be much more energetic. Their limit is $400\times16.00/74.69=85.7$ eV.

**Q:** I would have guessed that a head-on hit is the best way to send the target backward once energy is released.

**A:** It is the worst. Let $\theta$ be the projectile's deflection in the centre-of-mass frame. The target leaves opposite to the projectile there, so its laboratory velocity along $x$ is

$$v_{2x}=V-fV\cos\theta .$$

This is negative only if $\cos\theta>1/f$. In our example that means $\theta<7.4^\circ$. Only a soft collision, in which the projectile passes almost undeflected, can give backward recoil here.

**Q:** What pushes the atom backward in a soft collision?

**A:** The projectile, after it has gone past. Take a repulsive interaction energy $U(r)$, where $r$ is the separation of the atoms, and let $x$ be the projectile's position relative to the target. The force on the target along $x$ is then $\partial U/\partial x$. While the projectile is behind the target, this force points forward; once it is ahead, the force points backward.

In a soft collision the projectile runs nearly straight, so $dx\approx v_0\,dt$. The push received up to closest approach, at separation $r_{\min}$, is

$$p_{2x}^{\text{in}}=\int\frac{\partial U}{\partial x}\,dt\approx\frac1{v_0}\int dU=\frac{U(r_{\min})}{v_0}.$$

Without release, $U$ returns to zero and the outgoing push is $-U(r_{\min})/v_0$. To this order the two cancel. The exact balance shows what survives: the small forward remainder $p_2^2/2\mu v_0$.

Now let the internal energy be released as extra repulsion on the way out. The interaction energy ends at $-Q$ instead of zero, and the outgoing push becomes

$$p_{2x}^{\text{out}}\approx\frac{-Q-U(r_{\min})}{v_0}.$$

The sum is about $-Q/v_0$, directed backward. If energy is absorbed instead, the sign reverses and the target gains forward momentum.

**Q:** Does this survive when the paths are computed without the straight-line approximation?

**A:** Here are trajectories for a model repulsion, a Coulomb energy between bare nuclei multiplied by $e^{-r/a}$ with $a=0.20$ Å. After closest approach, $Q$ is released exponentially over a length of 0.30 Å. Both lengths are round model values, and the backward angle at the largest impact parameter depends on the release length: it runs from about $102^\circ$ to $123^\circ$ for lengths of 0.1 to 3 Å. It also depends on $a$, falling from about $116^\circ$ to $100^\circ$ as $a$ goes from 0.12 to 0.30 Å. A release spread over several Å would reach neighbouring nickel atoms, about 2.5 Å apart, which this two-body model leaves out. The pushes are given as $v_0p_{2x}$ in eV, and $b$ is the impact parameter.

| $Q$ (eV) | $b$ (Å) | in | out | total | $\phi$ |
|---:|---:|---:|---:|---:|---:|
| 0 | 0.80 | 73.8 | −72.1 | 1.7 | 89.8° |
| +400 | 0.80 | 73.8 | −457.4 | −383.7 | 108.0° |
| 0 | 0.30 | 2346 | −1645 | 701 | 85.1° |
| +400 | 0.30 | 2346 | −1960 | 385 | 87.4° |
| 0 | 0.05 | 31195 | 15635 | 46830 | 45.2° |
| +400 | 0.05 | 31195 | 15760 | 46955 | 45.4° |

At $b=0.80$ Å the elastic pushes nearly cancel, and the release changes the outgoing one by $-385$ eV. It misses the full $-400$ eV because the faster recoil also has a larger $p_2^2/2\mu$. With $T_2=3.50$ eV the exact balance gives $3.50\times74.69/16.00-400\approx-384$ eV, as in the table. The straight-back recoil, although allowed by the conservation laws, is not reached in this model: the repulsion also pushes the target sideways, and with these lengths the recoil angle peaks at about $111^\circ$ near $b=1.1$ Å.

At $b=0.30$ Å the same release is not enough. The centre-of-mass deflection is $10.4^\circ$, beyond the limit of $7.4^\circ$, and the recoil stays forward.

**Q:** At the smallest impact parameter even the outgoing push is forward. Does that not contradict your picture?

**A:** It shows where the soft-collision picture ends. There the projectile is turned by almost $90^\circ$ in the centre-of-mass frame. Seen from the target, it comes from directly behind and leaves almost straight to the side. It therefore stays behind the target for practically the whole encounter, and repulsion on the way out still pushes forward. Releasing energy at that stage adds to the forward push, from 15635 to 15760 eV.

**Q:** You insisted that the same two bodies leave. My ions capture electrons in the solid. Does that spoil the rule?

**A:** It shifts the borderline. Let a mass $\delta$ pass from target to projectile, so that the outgoing projectile has mass $m_1+\delta$. Backward recoil still requires $p_{1x}>p_0$, but the projectile's energy must now exceed

$$\frac{p_0^2}{2(m_1+\delta)}=E_0\frac{m_1}{m_1+\delta}.$$

The available energy is $E_0+Q$. Subtracting $E_0$ from both sides gives the condition

$$Q>E_0\left(\frac{m_1}{m_1+\delta}-1\right)=-\frac{\delta\,E_0}{m_1+\delta}.$$

It is also sufficient. For a straight-back recoil, the total energy needed rises continuously from this borderline value as the recoil momentum grows from zero, so any excess can be matched.

Capturing six electrons from the nickel atom puts the threshold at $-6.2$ eV for our beam. A slightly endothermic capture can therefore produce a backward recoil, because the heavier outgoing projectile can carry the momentum $p_0$ with less energy than $E_0$. Conversely, if the target gained 1 u from the projectile, the threshold would be $+2000$ eV. That figure only illustrates the formula; I do not propose such a reaction at 30 keV.

**Q:** Could released energy knock a nickel atom out of its lattice site towards the surface?

**A:** Write $p_{2x}=p_2\cos\phi$ in the exact balance and solve for the release needed:

$$Q=T_2\left(1+\frac{m_2}{m_1}\right)-v_0p_2\cos\phi .$$

Take a displacement energy of roughly 25 eV; the real value depends on direction in the crystal. At $90^\circ$ the second term vanishes and $Q=25\times74.69/16.00=116.7$ eV. Straight back, $\cos\phi=-1$. Using $v_0=\sqrt{2E_0/m_1}$ and $p_2=\sqrt{2m_2T_2}$, the second term adds

$$v_0p_2=2\sqrt{E_0T_2\,m_2/m_1}\approx3317\ \text{eV},$$

so the release must reach about 3430 eV.

With 400 eV, a 25 eV recoil has $\cos\phi=(116.7-400)/3317=-0.085$, or $\phi=94.9^\circ$. Even this generous release sends such an atom only about five degrees behind the sideways direction.

**Q:** How close is that to a real implantation?

**A:** The charge of the ion matters first. A singly charged oxygen ion stores only about 14 eV. If all of that went into atomic motion, the backward recoil energy of an atom initially at rest would stay below about $14\times16.00/74.69\approx3$ eV, far short of displacement. For the six-fold charged ion, giving the full 400 eV to the motion of the two atoms is also an upper estimate, since removing the captured electrons from the nickel costs energy, the ion begins to capture them before it reaches the metal surface, and emitted electrons, photons and electronic excitation of the solid can take up much of the energy. An escaping 400 eV electron has only about 10% of the momentum of the straight-back nickel atom. Its kick alone allows backward recoils of at most about 9 eV, against 85.7 eV when the two atoms receive the full release.

The assumption that a solid breaks most directly is the free target at rest. With a rough Debye temperature of 450 K, a nickel atom at 300 K has about 0.014 eV of vibrational kinetic energy along each axis. Its typical speed along $x$ is then $\sqrt{0.0143/0.360}\approx20\%$ of the straight-back speed for $Q=400$ eV. For $Q=1$ eV, thermal motion swamps the effect completely. Thermal motion also softens the rule itself. If the atom already moves backward at a small speed $u$, its elastic sphere of recoil velocities passes through $-u$ instead of the origin. It then includes sideways velocities of size about $\sqrt{2Vu}$, so recoils just behind $90^\circ$ can have energies up to about $m_2Vu$. For the typical thermal speed this is $2\sqrt{5050\times0.0143}\approx17$ eV, without any release, and for twice that speed it is about 34 eV.

The lattice does not act appreciably during the encounter itself. The projectile covers a distance $2b=1.6$ Å in 0.27 fs, while the shortest lattice period is about 107 fs. Binding matters afterwards, when it holds back an atom with too little energy to leave its site. Relativity changes the straight-back energy by only about one to three parts in a million, depending on which atom holds the stored energy.

**Q:** But I do see target atoms leaving through the front surface, with singly charged ions. Where do they come from, if not from backward recoil?

**A:** The rule covers one collision with a resting target. A recoiling atom becomes the projectile of the next collision, and "forward" is then measured from its new direction. Let the beam enter perpendicular to the surface. If a first recoil leaves at $60^\circ$ to the beam, and the atom it strikes leaves at a further $60^\circ$ in the same plane, the second atom moves at $120^\circ$ to the beam, towards the surface. Each step obeyed the rule, and neither needed any release of internal energy. A beam ion that has bounced back inside the solid can do the same: on its way out it strikes resting atoms, and "forward" for them can point towards the surface. An atom emerging from the front surface is therefore no evidence of an exothermic collision. For that, you would need to know that it was struck only once, while at rest, by a beam particle that had not yet been deflected, and that it hit no other atom on its way out. Even then, electron capture or emission can shift the borderline, and in a real solid thermal motion means that no atom is exactly at rest, as shown above. The remaining trajectories, including those with absorbed energy, are in the numerical output.

## Numbers as computed

```
Projectile mass (O): 16.00 u; target mass (Ni): 58.69 u
Beam energy E0: 30000 eV; size of Q: 400 eV
Projectile speed v0: 601.5 km/s
Centre-of-mass speed V: 128.9 km/s
Reduced mass mu: 12.572 u
Energy of relative motion Ec: 23573 eV
Target energy at speed V: 5050 eV
Speed ratio f at Q = -400 eV: 0.99148
Speed ratio f at Q = +0 eV: 1.00000
Speed ratio f at Q = +400 eV: 1.00845
Largest recoil angle at Q = -400 eV: 82.52 deg
Straight-back energy at Q = +1 eV: 2.27e-06 eV
Straight-back energy at Q = +400 eV: 0.360 eV
Backward energy bound Q*m1/(m1+m2): 85.7 eV
Limiting CM deflection: 7.42 deg
Rough displacement energy: 25 eV
Q needed for that energy at 90 deg: 116.7 eV
Q needed for that energy at 180 deg: 3434 eV
Angle of 25 eV recoil at Q = +400 eV: 94.90 deg
Model screening length: 0.20 angstrom
Model release length: 0.30 angstrom
Trajectories: Q, T2 in eV; impact parameter b in angstrom;
in, out, total = v0*p2x gained before, after, overall, in eV;
phi = recoil angle, CM = projectile CM deflection, in deg
Q=-400 b=0.05: in 31195.33 out 15510.20 total 46705.53 T2 9919.51 phi 45.02 CM 89.46
Q=-400 b=0.30: in 2345.56 out -1322.36 total 1023.21 T2 133.50 phi 82.33 CM 9.35
Q=-400 b=0.80: in 73.75 out 329.61 total 403.36 T2 0.72 phi 44.26 CM 0.48
Q=+0 b=0.05: in 31195.33 out 15634.97 total 46830.30 T2 10031.93 phi 45.19 CM 89.62
Q=+0 b=0.30: in 2345.56 out -1644.83 total 700.74 T2 150.11 phi 85.05 CM 9.89
Q=+0 b=0.80: in 73.75 out -72.06 total 1.69 T2 0.36 phi 89.76 CM 0.49
Q=+400 b=0.05: in 31195.33 out 15760.16 total 46955.49 T2 10144.43 phi 45.36 CM 89.77
Q=+400 b=0.30: in 2345.56 out -1960.18 total 385.39 T2 168.24 phi 87.43 CM 10.42
Q=+400 b=0.80: in 73.75 out -457.44 total -383.68 T2 3.50 phi 108.02 CM 1.42
Change of soft outgoing push by release: -385.4 eV
Threshold Q, target gains 1 u: 2000.0 eV
Threshold Q, target loses 1 u: -1764.7 eV
Threshold Q, 6 electrons captured: -6.17 eV
Temperature: 300 K; rough Debye temp.: 450 K
Ni vibrational kinetic energy per axis: 0.0143 eV
Its rms speed / straight-back speed: 0.20
Passage time 2b/v0 at b = 0.80 angstrom: 0.27 fs
Shortest lattice period (Debye): 107 fs
Momentum of 400 eV electron / straight-back: 0.102
Relativistic change of straight-back energy: -1.0e-06
```
